# Why lowering the flux after a nucleation burst suppresses new islands: verification in Python

```python
# Result under test: with N existing islands per site, irreversible nucleation
# per added coverage is dN/dtheta = s1*F/(D*s^2*N^2), proportional to flux F.
# Symbols: n adatoms per site, D diffusion coefficient (site areas per second),
# s and s1 capture numbers of an island and of an adatom (or dimer),
# theta coverage in monolayers (ML), phi area fraction covered by islands.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

# ---- Many-adatom master equation, one fixed island on a 4 x 5 torus ----
LX, LY = 4, 5
SITES = LX * LY
nbr = []
for site in range(SITES):
    x, y = divmod(site, LY)
    nbr.append([((x + 1) % LX) * LY + y, ((x - 1) % LX) * LY + y,
                x * LY + (y + 1) % LY, x * LY + (y - 1) % LY])
capture_zone = {0, *nbr[0]}


def arrive(adatoms, site):
    """New adatom set and number of nuclei when an atom arrives at site.
    New nuclei are counted and removed, so the island density stays fixed."""
    if site in capture_zone:
        return adatoms, 0
    partners = adatoms & {site, *nbr[site]}
    if partners:
        return adatoms - partners, 1
    return adatoms | {site}, 0


index = {frozenset(): 0}
queue = [frozenset()]
moves = []            # (from, to, kind, weight, nuclei)
while queue:
    state = queue.pop()
    found = []
    for site in range(SITES):
        found.append((*arrive(state, site), 0, 1.0))
    for atom in state:
        rest = state - {atom}
        found.append((rest, 0, 2, 1.0))
        for target in nbr[atom]:
            found.append((*arrive(rest, target), 1, 0.25))
    for new, nuclei, kind, weight in found:
        if new not in index:
            index[new] = len(index)
            queue.append(new)
        moves.append((index[state], index[new], kind, weight, nuclei))
n_states = len(index)
transfer = np.zeros((3, n_states, n_states))
nucleation = np.zeros((3, n_states))
for start, end, kind, weight, nuclei in moves:
    transfer[kind, end, start] += weight
    transfer[kind, start, start] -= weight
    nucleation[kind, start] += weight * nuclei
adatom_count = np.zeros(n_states)
for state, i in index.items():
    adatom_count[i] = len(state)


def lattice_steady(flux, desorb=0.0):
    """Nuclei per deposited atom and mean adatom number; hop rate is 1."""
    rates = np.array([flux, 1.0, desorb])
    gen = np.tensordot(rates, transfer, axes=1)
    p = np.ones(n_states)
    p[1:] = np.linalg.solve(gen[1:, 1:], -gen[1:, 0])
    p /= p.sum()
    return (rates @ nucleation) @ p / (flux * SITES), adatom_count @ p


def powers(flux, desorb=0.0):
    low = lattice_steady(flux, desorb)
    high = lattice_steady(1.2 * flux, desorb)
    return [np.log(b / a) / np.log(1.2) for a, b in zip(low, high)]


lattice_fluxes = [1e-6, 1e-3, 1e-1]
lattice_powers = [powers(f)[0] for f in lattice_fluxes]
assert abs(lattice_powers[0] - 1) < 1e-3
assert lattice_powers[2] < 0.8
power_desorb = powers(1e-6, 0.3)[0]
assert abs(power_desorb - 1) < 1e-3
assert lattice_steady(1e-6, 0.3)[0] < lattice_steady(1e-6)[0]
# single-adatom nucleation: nuclei per atom = constant * mean adatoms / flux
power_single = powers(1e-6)[1] - 1
assert abs(power_single) < 1e-3


# ---- Adatom diffusion in a circular cell around one island ----
def sigma_cell(phi):
    return 4 * np.pi * (1 - phi) / (-np.log(phi) - (1 - phi) * (3 - phi) / 2)


def G_cell(phi):
    integral = quad(lambda s: (np.log(s / phi) - s + phi) ** 2, phi, 1)[0]
    return integral / (16 * np.pi ** 2)


for phi in (0.05, 0.15):
    m = 2000
    faces = np.linspace(np.sqrt(phi), 1, m + 1)
    dr = faces[1] - faces[0]
    r = (faces[1:] + faces[:-1]) / 2
    inner = faces[:-1] / dr
    inner[0] *= 2                     # zero density at the island edge
    outer = faces[1:] / dr
    outer[-1] = 0                     # no flow through the cell boundary
    band = np.zeros((3, m))
    band[0, 1:] = -outer[:-1]
    band[1] = inner + outer
    band[2, :-1] = -inner[1:]
    dens = solve_banded((1, 1), band, r * dr)
    mean = 2 * np.sum(dens * r) * dr
    mean_sq = 2 * np.sum(dens ** 2 * r) * dr
    assert abs((1 - phi) * np.pi / mean / sigma_cell(phi) - 1) < 1e-3
    assert abs(mean_sq / np.pi ** 2 / G_cell(phi) - 1) < 1e-3

# ---- Worked example: rough values in the regime of Fe on Fe(100) ----
T, E_hop, attempt, a_nm = 300.0, 0.45, 3e12, 0.287
E_bond, E_des, E_step = 0.6, 3.0, 0.05
s, s1 = 10.0, 3.0
F1, F2 = 0.01, 0.001
theta1, dtheta = 0.05, 0.10
kT = k_B * T / q_e
hop = attempt * np.exp(-E_hop / kT)
D = hop / 4
per_cm2 = 1 / (a_nm * 1e-7) ** 2


def grow(flux, n_start, N_start, added):
    ratio = D / flux

    def rhs(_, y):
        n, N = y
        pairs = s1 * ratio * n * n
        return [1 - 2 * pairs - s * ratio * n * N, pairs]
    return solve_ivp(rhs, (0, added), [n_start, N_start], method="Radau",
                     rtol=1e-8, atol=1e-14, dense_output=True)


burst = grow(F1, 0, 0, theta1)
n0, N0 = burst.y[:, -1]
grid = np.geomspace(1e-6, theta1, 4000)
burst_rate = s1 * D / F1 * burst.sol(grid)[0] ** 2
peak = np.argmax(burst_rate)
assert burst_rate[peak] > 5 * burst_rate[-1]

new, new_law, new_cell, local, local_law = {}, {}, {}, {}, {}
G_integral = quad(G_cell, theta1, theta1 + dtheta)[0]
for F in (F1, F2):
    run = grow(F, n0, N0, dtheta)
    new[F] = run.y[1, -1] - N0
    new_law[F] = np.cbrt(N0**3 + 3 * s1 * F * dtheta / (D * s**2)) - N0
    new_cell[F] = np.cbrt(N0**3 + 3 * s1 * F / D * G_integral) - N0
    n_now, N_now = run.sol(0.001)
    local[F] = s1 * D / F * n_now ** 2 * (N_now / N0) ** 2
    local_law[F] = s1 * F / (D * s ** 2 * N0 ** 2)
    assert abs(local[F] / local_law[F] - 1) < 0.05   # neglected pair sink
assert abs(new[F1] / new_law[F1] - 1) < 0.05         # neglected pair sink
assert abs(new[F2] / new_law[F2] - 1) < 0.01
assert new[F1] / new[F2] < F1 / F2

# ---- Islands made by adatoms left over at the switch ----
n1, n2 = F1 / (D * s * N0), F2 / (D * s * N0)
tau = 1 / (D * s * N0)
left = solve_ivp(lambda t, y: [F2 - y[0] / tau, s1 * D * y[0] ** 2],
                 (0, 30 * tau), [n1, 0], method="Radau",
                 rtol=1e-9, atol=1e-16)
extra_num = left.y[1, -1] - s1 * D * n2 ** 2 * 30 * tau
extra = s1 * (n1 - n2) * (n1 + 3 * n2) / (2 * s * N0)
assert abs(extra_num / extra - 1) < 1e-3

# ---- Dimers that are lost before they grow, at fixed island density ----
loss = 30 * s1 * D * n1


def stable_per_coverage(flux, atoms_returned):
    def rhs(_, y):
        n, dimers = y
        made, grown = s1 * D * n * n, s1 * D * n * dimers
        return [flux + atoms_returned * loss * dimers - 2 * made - grown
                - s * D * n * N0, made - loss * dimers - grown]
    y = solve_ivp(rhs, (0, 5), [0, 0], method="Radau",
                  rtol=1e-8, atol=1e-16).y[:, -1]
    return s1 * D * y[0] * y[1] / flux


dimer_power = {}
for returned in (2, 0):               # 2: break-up, 0: diffusion to islands
    value = {}
    for F in (F1, F2):
        x = s1 * F / (s * N0)
        value[F] = stable_per_coverage(F, returned)
        assert abs(value[F] / (local_law[F] * x / (x + loss)) - 1) < 0.06
    dimer_power[returned] = np.log(value[F1] / value[F2]) / np.log(F1 / F2)
    assert 1.9 < dimer_power[returned] < 2.01

# ---- Sizes of neglected effects for the example ----
grow_rate = s1 * D * n2
break_rate = attempt * np.exp(-(E_hop + E_bond) / kT)
bond_half = kT * np.log(attempt / grow_rate) - E_hop
dimer_hop_half = kT * np.log(attempt * s * N0 / (4 * grow_rate))
desorb_ratio = attempt * np.exp(-E_des / kT) * tau
r0 = np.sqrt((theta1 + dtheta) / N0 / np.pi)
step_factor = np.exp(-E_step / kT)


def on_top(F):
    """Nuclei on one island, final island size used for the whole stage."""
    edge = F * r0 / (2 * D * step_factor)
    square = quad(lambda r: 2 * np.pi * r *
                  (edge + F * (r0 ** 2 - r ** 2) / (4 * D)) ** 2, 0, r0)[0]
    return s1 * D * square * dtheta / F


print(f"Master equation: {SITES} sites, {n_states} states")
for f, p in zip(lattice_fluxes, lattice_powers):
    print(f"Power of F, nuclei per atom, at F/h = {f:.0e}: {p:.4f}")
print(f"Same at F/h = 1e-06 with desorption 0.3 h: {power_desorb:.4f}")
print(f"Power for single-adatom nucleation, F/h = 1e-06: {power_single:.4f}")
print(f"Temperature: {T:.0f} K, kT = {kT:.5f} eV")
print(f"Hop barrier: {E_hop} eV, attempt rate: {attempt:.0e} 1/s")
print(f"Site spacing: {a_nm} nm; capture numbers s = {s:.0f}, s1 = {s1:.0f}")
print(f"Hop rate h: {hop:.3e} 1/s; D: {D:.3e} site areas/s")
print(f"Fluxes F1, F2: {F1}, {F2} ML/s; D/F1 = {D/F1:.3e}")
print(f"Burst coverage: {theta1} ML; added coverage: {dtheta} ML")
print(f"Coverage at peak of burst nucleation: {grid[peak]:.2e} ML")
print(f"Peak / end-of-burst nucleation: {burst_rate[peak]/burst_rate[-1]:.1f}")
print(f"Island density N0: {N0:.3e} per site = {N0*per_cm2:.3e} per cm2")
print(f"Adatom density n at F1, F2: {n1:.3e}, {n2:.3e} per site")
print(f"Adatom lifetime tau: {tau*1e3:.2f} ms")
print(f"Pair sink / island sink at F1: {2*s1*n1/(s*N0):.4f}")
for F in (F1, F2):
    print(f"--- second stage at F = {F} ML/s, time {dtheta/F:.0f} s")
    print(f"Nucleation per time, law: {local_law[F]*F:.3e} per site per s")
    print(f"dN/dtheta at N0, law: {local_law[F]:.3e} per site per ML")
    print(f"dN/dtheta at N0, integrated: {local[F]:.3e} per site per ML")
    print(f"New islands, integrated: {new[F]:.3e} per site")
    print(f"New islands, integrated: {new[F]*per_cm2:.3e} per cm2")
    print(f"New islands, cubic law: {new_law[F]:.3e} per site")
    print(f"New / existing islands: {100*new[F]/N0:.1f} %")
    print(f"New / existing, cell geometry: {100*new_cell[F]/N0:.1f} %")
    print(f"Nuclei on top per island, estimate: {on_top(F):.2e}")
print(f"Ratio F1:F2 of local dN/dtheta, integrated: {local[F1]/local[F2]:.2f}")
print(f"Ratio F1:F2 of new islands, integrated: {new[F1]/new[F2]:.2f}")
print(f"Ratio of new islands, cell geometry: {new_cell[F1]/new_cell[F2]:.2f}")
print(f"Cell s at phi = 0.05, 0.15: {sigma_cell(.05):.2f}, "
      f"{sigma_cell(.15):.2f}")
print(f"Islands from leftover adatoms: {extra:.2e} per site")
print(f"Leftover / new islands at F2: {100*extra/new[F2]:.2f} %")
print(f"Dimer loss rate in the power test: {loss:.1f} 1/s")
print(f"Power of F with dimer break-up: {dimer_power[2]:.3f}")
print(f"Power of F with dimers lost to islands: {dimer_power[0]:.3f}")
print(f"Dimer growth rate at F2: {grow_rate:.3f} 1/s")
print(f"Dimer break-up rate, bond {E_bond} eV: {break_rate:.2e} 1/s")
print(f"Bond energy for half break-up at F2: {bond_half:.3f} eV")
print(f"Dimer hop barrier for half loss at F2: {dimer_hop_half:.3f} eV")
print(f"Desorption / capture, barrier {E_des} eV: {desorb_ratio:.1e}")
print(f"Island radius at 0.15 ML, N0: {r0*a_nm:.2f} nm; "
      f"step barrier {E_step} eV")
print("tests ok")
```

Output:

```
Master equation: 20 sites, 813 states
Power of F, nuclei per atom, at F/h = 1e-06: 0.9998
Power of F, nuclei per atom, at F/h = 1e-03: 0.8540
Power of F, nuclei per atom, at F/h = 1e-01: 0.0872
Same at F/h = 1e-06 with desorption 0.3 h: 1.0000
Power for single-adatom nucleation, F/h = 1e-06: -0.0002
Temperature: 300 K, kT = 0.02585 eV
Hop barrier: 0.45 eV, attempt rate: 3e+12 1/s
Site spacing: 0.287 nm; capture numbers s = 10, s1 = 3
Hop rate h: 8.269e+04 1/s; D: 2.067e+04 site areas/s
Fluxes F1, F2: 0.01, 0.001 ML/s; D/F1 = 2.067e+06
Burst coverage: 0.05 ML; added coverage: 0.1 ML
Coverage at peak of burst nucleation: 4.22e-04 ML
Peak / end-of-burst nucleation: 36.3
Island density N0: 1.256e-03 per site = 1.524e+12 per cm2
Adatom density n at F1, F2: 3.853e-05, 3.853e-06 per site
Adatom lifetime tau: 3.85 ms
Pair sink / island sink at F1: 0.0184
--- second stage at F = 0.01 ML/s, time 10 s
Nucleation per time, law: 9.205e-05 per site per s
dN/dtheta at N0, law: 9.205e-03 per site per ML
dN/dtheta at N0, integrated: 8.889e-03 per site per ML
New islands, integrated: 5.847e-04 per site
New islands, integrated: 7.099e+11 per cm2
New islands, cubic law: 5.945e-04 per site
New / existing islands: 46.6 %
New / existing, cell geometry: 42.9 %
Nuclei on top per island, estimate: 1.19e-02
--- second stage at F = 0.001 ML/s, time 100 s
Nucleation per time, law: 9.205e-07 per site per s
dN/dtheta at N0, law: 9.205e-04 per site per ML
dN/dtheta at N0, integrated: 9.171e-04 per site per ML
New islands, integrated: 8.592e-05 per site
New islands, integrated: 1.043e+11 per cm2
New islands, cubic law: 8.602e-05 per site
New / existing islands: 6.8 %
New / existing, cell geometry: 6.0 %
Nuclei on top per island, estimate: 1.19e-03
Ratio F1:F2 of local dN/dtheta, integrated: 9.69
Ratio F1:F2 of new islands, integrated: 6.81
Ratio of new islands, cell geometry: 7.12
Cell s at phi = 0.05, 0.15: 7.49, 15.57
Islands from leftover adatoms: 2.07e-07 per site
Leftover / new islands at F2: 0.24 %
Dimer loss rate in the power test: 71.7 1/s
Power of F with dimer break-up: 1.986
Power of F with dimers lost to islands: 1.966
Dimer growth rate at F2: 0.239 1/s
Dimer break-up rate, bond 0.6 eV: 6.88e-06 1/s
Bond energy for half break-up at F2: 0.330 eV
Dimer hop barrier for half loss at F2: 0.631 eV
Desorption / capture, barrier 3.0 eV: 4.6e-41
Island radius at 0.15 ML, N0: 1.77 nm; step barrier 0.05 eV
tests ok
```
